# Biaxial moduli of (001) and (111) silicon films: a numerical check

```python
"""Biaxial modulus M of (001) and (111) films of a cubic crystal.

Result under test: M = 6 k G / (k + 4 G), k = C11 + 2 C12,
with G = (C11 - C12)/2 for (001) and G = C44 for (111).
M is in-plane stress / equal in-plane strain e, with a traction-free face.
n is the unit film normal. Stiffnesses and stresses are in GPa.
The reference side solves the zero-traction equations with the full
fourth-rank stiffness tensor and does not assume any film symmetry.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import null_space
from scipy.optimize import brentq

I3 = np.eye(3)


def unit(v):
    v = np.array(v, dtype=float)
    return v / np.linalg.norm(v)


def stiffness(c11, c12, c44):
    C = c12 * np.einsum('ij,kl->ijkl', I3, I3)
    C += c44 * (np.einsum('ik,jl->ijkl', I3, I3)
                + np.einsum('il,jk->ijkl', I3, I3))
    for m in range(3):
        C[m, m, m, m] += c11 - c12 - 2 * c44
    return C


def solve_film(C, n, e):
    """Return stress, strain, in-plane principal stresses, shear vector."""
    in_plane = e * (I3 - np.outer(n, n))
    traction = np.einsum('ijkl,kl,j->i', C, in_plane, n)
    acoustic = np.einsum('ijkl,j,l->ik', C, n, n)
    a = -np.linalg.solve(acoustic, traction)
    strain = in_plane + 0.5 * (np.outer(a, n) + np.outer(n, a))
    stress = np.einsum('ijkl,kl->ij', C, strain)
    T = null_space(n[None, :])
    principal = np.linalg.eigvalsh(T.T @ stress @ T)
    return stress, strain, principal, a - (a @ n) * n


def modulus_from_compliance(C, n):
    """Apply unit equibiaxial stress, invert C, read the in-plane strain."""
    basis = []
    for i in range(3):
        for j in range(i, 3):
            B = np.zeros((3, 3))
            B[i, j] = B[j, i] = 1.0 if i == j else np.sqrt(0.5)
            basis.append(B)
    basis = np.array(basis)
    C6 = np.einsum('aij,ijkl,bkl->ab', basis, C, basis)
    load = np.einsum('aij,ij->a', basis, I3 - np.outer(n, n))
    strain = np.einsum('a,aij->ij', np.linalg.solve(C6, load), basis)
    T = null_space(n[None, :])
    block = T.T @ strain @ T
    assert np.allclose(block, block[0, 0] * np.eye(2), atol=1e-12)
    return 1 / block[0, 0]


def common_form(k, G):
    return 6 * k * G / (k + 4 * G)


def normal_strain_ratio(k, G):
    return -(2 * k - 4 * G) / (k + 4 * G)


n001, n111 = unit([0, 0, 1]), unit([1, 1, 1])
n110, n113 = unit([1, 1, 0]), unit([1, 1, 3])

# Random stable cubic crystals: formulas against the tensor solution.
rng = np.random.default_rng(7)
orders = set()
for _ in range(200):
    k, shear, c44 = rng.uniform([50, 10, 10], [600, 200, 200])
    c11, c12 = (k + 4 * shear) / 3, (k - 2 * shear) / 3
    C = stiffness(c11, c12, c44)
    found = []
    for n, G in ((n001, shear), (n111, c44)):
        _, strain, principal, tilt = solve_film(C, n, 1.0)
        assert np.allclose(principal, common_form(k, G), rtol=1e-9)
        assert np.isclose(n @ strain @ n, normal_strain_ratio(k, G),
                          rtol=1e-9, atol=1e-9)
        assert np.linalg.norm(tilt) < 1e-9
        found.append(principal.mean())
    assert np.isclose(found[0], c11 + c12 - 2 * c12**2 / c11, rtol=1e-9)
    assert (found[1] > found[0]) == (c44 / shear > 1)
    orders.add(bool(found[1] > found[0]))
assert orders == {True, False}

# Silicon with the given constants.
C11, C12, C44 = 165.7, 63.9, 79.6
C_si = stiffness(C11, C12, C44)
k_si = C11 + 2 * C12
G001, G111 = (C11 - C12) / 2, C44
M001 = C11 + C12 - 2 * C12**2 / C11
M111 = 6 * C44 * k_si / (k_si + 4 * C44)
for n, M in ((n001, M001), (n111, M111)):
    assert np.allclose(solve_film(C_si, n, 1.0)[2], M, rtol=1e-10)
    assert np.isclose(modulus_from_compliance(C_si, n), M, rtol=1e-10)
assert abs(M001 - 180) < 1 and abs(M111 - 229) < 1

# Orientations for which a single modulus does not suffice.
s110 = solve_film(C_si, n110, 1.0)[0]
along001 = n001 @ s110 @ n001
t110 = unit([1, -1, 0])
along110 = t110 @ s110 @ t110
assert abs(along001 - along110) > 1
shear113 = np.linalg.norm(solve_film(C_si, n113, 1.0)[3]) / 2
assert shear113 > 1e-3

# Worked film: chosen strain and thickness.
e_film, h_nm = 0.008, 10.0
film = {}
for name, n, M in (('(001)', n001, M001), ('(111)', n111, M111)):
    stress, strain, principal, _ = solve_film(C_si, n, e_film)
    energy = 0.5 * np.sum(stress * strain)
    assert np.isclose(energy, M * e_film**2, rtol=1e-10)
    film[name] = (principal.mean(), n @ strain @ n, energy)

# Nonlinear elasticity: rounded, rough third-order constants in GPa.
# Order: C111, C112, C123, C144, C166, C456.
third_si = (-800., -450., -70., 10., -300., -70.)


def cubic_energy(eta, constants):
    c111, c112, c123, c144, c166, c456 = constants
    x, y, z = np.diag(eta)
    p, q, r = 2 * eta[1, 2], 2 * eta[0, 2], 2 * eta[0, 1]
    return (c111 / 6 * (x**3 + y**3 + z**3)
            + c112 / 2 * (x*x*(y + z) + y*y*(x + z) + z*z*(x + y))
            + c123 * x * y * z
            + c144 / 2 * (x*p*p + y*q*q + z*r*r)
            + c166 / 2 * (x*(q*q + r*r) + y*(p*p + r*r) + z*(p*p + q*q))
            + c456 * p * q * r)


# In an isotropic solid this energy must reduce to strain invariants.
a3, b3, c3 = -70., 30., -90.
iso = (a3 + 6*b3 + 8*c3, a3 + 2*b3, a3, b3, b3 + 2*c3, c3)
for _ in range(10):
    X = rng.normal(size=(3, 3))
    X = X + X.T
    tr = np.trace(X)
    invariant = (a3 / 6 * tr**3 + b3 * tr * np.trace(X @ X)
                 + 4 / 3 * c3 * np.trace(X @ X @ X))
    assert np.isclose(cubic_energy(X, iso), invariant, rtol=1e-8, atol=1e-7)


def nonlinear_stress(n, e):
    """True in-plane stress with a free face, from the stored energy."""
    N = np.outer(n, n)
    d = 1e-4

    def energy(ep, en):
        U = (1 + ep) * (I3 - N) + (1 + en) * N
        eta = (U @ U - I3) / 2
        quadratic = 0.5 * np.einsum('ij,ijkl,kl', eta, C_si, eta)
        return quadratic + cubic_energy(eta, third_si)

    def normal_force(en):
        return (energy(e, en + d) - energy(e, en - d)) / (2 * d)

    en = brentq(normal_force, -0.03, 0.03)
    nominal = (energy(e + d, en) - energy(e - d, en)) / (4 * d)
    return nominal / ((1 + e) * (1 + en))


nonlinear = {}
for name, n, M in (('(001)', n001, M001), ('(111)', n111, M111)):
    t = 1e-4
    slope = (nonlinear_stress(n, t) - nonlinear_stress(n, -t)) / (2 * t)
    assert np.isclose(slope, M, rtol=1e-4)
    nonlinear[name] = nonlinear_stress(n, e_film) / (M * e_film) - 1

# Warming: the same rough fractional softening for all three constants.
soft_per_K, warming_K = 1e-4, 100.0
C_warm = C_si * (1 - soft_per_K * warming_K)
warm_change = solve_film(C_warm, n001, 1.0)[2].mean() / M001 - 1

# Miscut: largest change of either principal in-plane stress.
miscut_deg = 4.0
angle = np.radians(miscut_deg)
miscut = {}
for name, n, t, M in (('(001)', n001, unit([1, 1, 0]), M001),
                      ('(111)', n111, unit([1, 1, -2]), M111)):
    tilted = np.cos(angle) * n + np.sin(angle) * t
    principal = solve_film(C_si, tilted, 1.0)[2]
    miscut[name] = np.max(np.abs(principal / M - 1))

# Dislocation grid in a (001) film: line [110], Burgers vector a/2 [101].
a_nm = physical_constants['lattice parameter of silicon'][0] * 1e9
burgers = a_nm / 2 * np.array([1., 0., 1.])
edge_nm = abs(burgers @ unit([1, -1, 0]))
spacing_nm = 1000.0
relief = edge_nm / spacing_nm

# Surface stress, rough size, compared with film force per width.
surface_N_m = 1.0
force = {name: film[name][0] * h_nm for name in film}  # GPa nm = N/m

print(f"C11, C12, C44 = {C11}, {C12}, {C44} GPa")
print(f"k = C11 + 2 C12 = {k_si:.1f} GPa")
print(f"G for (001) = {G001:.1f} GPa; G for (111) = {G111:.1f} GPa")
print(f"Zener ratio A = {G111 / G001:.3f} (no unit)")
print(f"2 C12^2/C11 = {2 * C12**2 / C11:.2f} GPa")
print(f"k + 4 C44 = {k_si + 4 * C44:.1f} GPa")
print(f"6 C44 k = {6 * C44 * k_si:.1f} GPa^2")
print(f"M(001) = {M001:.2f} GPa")
print(f"M(111) = {M111:.2f} GPa")
print(f"M(111)/M(001) = {M111 / M001:.3f} (no unit)")
print(f"(110) film, stress/strain along [001] = {along001:.1f} GPa")
print(f"(110) film, stress/strain along [1-10] = {along110:.1f} GPa")
print(f"(113) film, out-of-plane tensor shear/e = {shear113:.4f}")
print(f"Film strain = {100 * e_film:.2f} %; thickness = {h_nm:.0f} nm")
for name in film:
    s, en, u = film[name]
    print(f"{name} stress = {s:.3f} GPa")
    print(f"{name} normal strain = {100 * en:.3f} %")
    print(f"{name} normal strain/e = {en / e_film:.3f} (no unit)")
    print(f"{name} energy density = {1000 * u:.2f} MJ/m^3")
    print(f"{name} force per width = {force[name]:.2f} N/m")
print("Rough third-order constants C111, C112, C123, C144, C166, C456:")
print("  " + ", ".join(f"{c:.0f}" for c in third_si) + " GPa")
for name in film:
    print(f"{name} nonlinear stress change = {100*nonlinear[name]:.2f} %")
    print(f"{name} miscut stress change, max = {100*miscut[name]:.2f} %")
    ratio = surface_N_m / force[name]
    print(f"{name} surface stress/film force = {100*ratio:.1f} %")
print(f"Miscut angle = {miscut_deg:.1f} degrees")
print(f"Rough surface stress = {surface_N_m:.1f} N/m")
print(f"Rough softening = {soft_per_K:.1e} per K")
print(f"Warming = {warming_K:.0f} K; modulus change = {100*warm_change:.2f} %")
print(f"Silicon lattice parameter = {a_nm:.4f} nm")
print(f"Dislocation in-plane edge part = {edge_nm:.4f} nm")
print(f"Dislocation spacing = {spacing_nm:.0f} nm")
print(f"Strain relieved by grid = {100 * relief:.4f} %")
print(f"Relieved share of film strain = {100 * relief / e_film:.2f} %")
print("done: every assertion held")
```

Output:

```
C11, C12, C44 = 165.7, 63.9, 79.6 GPa
k = C11 + 2 C12 = 293.5 GPa
G for (001) = 50.9 GPa; G for (111) = 79.6 GPa
Zener ratio A = 1.564 (no unit)
2 C12^2/C11 = 49.28 GPa
k + 4 C44 = 611.9 GPa
6 C44 k = 140175.6 GPa^2
M(001) = 180.32 GPa
M(111) = 229.08 GPa
M(111)/M(001) = 1.270 (no unit)
(110) film, stress/strain along [001] = 197.0 GPa
(110) film, stress/strain along [1-10] = 240.4 GPa
(113) film, out-of-plane tensor shear/e = 0.1967
Film strain = 0.80 %; thickness = 10 nm
(001) stress = 1.443 GPa
(001) normal strain = -0.617 %
(001) normal strain/e = -0.771 (no unit)
(001) energy density = 11.54 MJ/m^3
(001) force per width = 14.43 N/m
(111) stress = 1.833 GPa
(111) normal strain = -0.351 %
(111) normal strain/e = -0.439 (no unit)
(111) energy density = 14.66 MJ/m^3
(111) force per width = 18.33 N/m
Rough third-order constants C111, C112, C123, C144, C166, C456:
  -800, -450, -70, 10, -300, -70 GPa
(001) nonlinear stress change = -2.50 %
(001) miscut stress change, max = 0.45 %
(001) surface stress/film force = 6.9 %
(111) nonlinear stress change = -2.54 %
(111) miscut stress change, max = 1.81 %
(111) surface stress/film force = 5.5 %
Miscut angle = 4.0 degrees
Rough surface stress = 1.0 N/m
Rough softening = 1.0e-04 per K
Warming = 100 K; modulus change = -1.00 %
Silicon lattice parameter = 0.5431 nm
Dislocation in-plane edge part = 0.1920 nm
Dislocation spacing = 1000 nm
Strain relieved by grid = 0.0192 %
Relieved share of film strain = 2.40 %
done: every assertion held
```
